\section*{Slater normal form and concurrence for two fermions and minimal-basis H2}

\section*{Question}

Two fermions occupy four orthonormal spin orbitals with creation operators $c_1^\dagger,\dots,c_4^\dagger$. Their pure state is
\begin{equation}
|\psi\rangle=\frac12\sum_{a,b=1}^{4}A_{ab}\,c_a^\dagger c_b^\dagger|0\rangle ,\qquad A^T=-A,\qquad \sum_{a<b}|A_{ab}|^2=1 .
\label{state}
\end{equation}
For $a<b$, $A_{ab}$ is the amplitude of the determinant $c_a^\dagger c_b^\dagger|0\rangle$, because the terms $ab$ and $ba$ are equal and cancel the factor $\frac12$. The Schliemann concurrence is the modulus of the overlap with a dual state:
\begin{equation}
C=|\langle\tilde\psi|\psi\rangle| ,\qquad \tilde A_{ab}=\frac12\sum_{cd}\varepsilon_{abcd}A_{cd}^* ,\qquad \varepsilon_{1234}=1 .
\label{defC}
\end{equation}

\begin{enumerate}
\item[(a)] Show that a change of orbitals turns $|\psi\rangle$ into a sum of at most two determinants that share no orbital, with non-negative coefficients $z_1\ge z_2$.
\item[(b)] Express $C$ through the Pfaffian of $A$ and through $z_1,z_2$. Which states have $C=0$?
\item[(c)] Find the natural occupations and the largest weight that a single determinant can have in $|\psi\rangle$, as functions of $C$.
\item[(d)] Carry out the reduction for $A_{12}=A_{13}=A_{34}=\frac12$, $A_{14}=\frac i2$, $A_{23}=A_{24}=0$.
\item[(e)] Describe H$_2$ by one bonding orbital $g$ and one antibonding orbital $u$, both real, in the order $g{\uparrow},g{\downarrow},u{\uparrow},u{\downarrow}$. Find $C$ for the ground singlet, relate it to the ionic weight, and explain its change with bond length $R$.
\item[(f)] Find $C$ for the open-shell singlet and for a general triplet state. What happens to $C$ when the ground singlet and the $M=0$ triplet are superposed with equal real amplitudes?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Slater normal form}

The one-particle density matrix supplies the first orbital. Using $c_ac_b^\dagger=\delta_{ab}-c_b^\dagger c_a$ and $c_a|0\rangle=0$,
\begin{equation}
c_a|\psi\rangle=\frac12\sum_b A_{ab}c_b^\dagger|0\rangle-\frac12\sum_b A_{ba}c_b^\dagger|0\rangle=\sum_b A_{ab}c_b^\dagger|0\rangle ,
\end{equation}
where the last step uses $A_{ba}=-A_{ab}$. Hence
\begin{equation}
\gamma_{ab}\equiv\langle\psi|c_b^\dagger c_a|\psi\rangle=\sum_c A_{ac}A_{bc}^*=(AA^\dagger)_{ab},\qquad \mathrm{tr}\,\gamma=2 .
\end{equation}
The matrix $\gamma$ is Hermitian and non-negative. Call its largest eigenvalue $z_1^2$; it is positive because the trace is 2. Take a unit eigenvector $u_1$ and define
\begin{equation}
u_2=-\frac{1}{z_1}Au_1^* .
\label{u2}
\end{equation}
Three properties follow from antisymmetry, which implies $A^\dagger=-A^*$.

First, $A^\dagger A=-A^*A=(-AA^*)^*=(AA^\dagger)^*$. Therefore $A^\dagger Au_1^*=(AA^\dagger u_1)^*=z_1^2u_1^*$, and $u_2$ has unit length. Second, $u_1^\dagger u_2=-u_1^\dagger Au_1^*/z_1=0$, since $x^TAx=0$ for any vector $x$, here $x=u_1^*$. Third,
\begin{equation}
Au_2^*=-\frac1{z_1}AA^*u_1=\frac1{z_1}AA^\dagger u_1=z_1u_1 .
\end{equation}

Now subtract the pair just found:
\begin{equation}
B=A-z_1(u_1u_2^T-u_2u_1^T).
\end{equation}
With $u_2^Tu_1^*=u_1^\dagger u_2=0$ and unit norms,
\begin{align}
Bu_1^*&=-z_1u_2+z_1u_2=0, & Bu_2^*&=z_1u_1-z_1u_1=0 .
\end{align}
Complete $u_1,u_2$ to an orthonormal basis with $u_3,u_4$. The numbers $b_{kl}=u_k^\dagger Bu_l^*$ form an antisymmetric matrix. They vanish if $l$ is 1 or 2, and by antisymmetry also if $k$ is 1 or 2. What remains is $b_{34}=-b_{43}$. The phase of $u_4$ can be chosen to make $b_{34}=z_2\ge0$, so
\begin{equation}
A=z_1(u_1u_2^T-u_2u_1^T)+z_2(u_3u_4^T-u_4u_3^T).
\label{normal}
\end{equation}
Let $U$ be the unitary matrix with columns $u_k$, and let $d_k^\dagger=\sum_aU_{ak}c_a^\dagger$. Inserting (\ref{normal}) in (\ref{state}), the two terms of each bracket contribute equally, and
\begin{equation}
|\psi\rangle=z_1d_1^\dagger d_2^\dagger|0\rangle+z_2d_3^\dagger d_4^\dagger|0\rangle ,\qquad z_1^2+z_2^2=1 .
\end{equation}
Equation (\ref{normal}) also gives $\gamma$ the eigenvalues $z_1^2,z_1^2,z_2^2,z_2^2$, so $z_2\le z_1$ because $z_1^2$ was chosen largest. Each eigenvalue occurs at least twice, so $u_1$ may be any unit vector in the eigenspace of $z_1^2$: the coefficients $z_1,z_2$ are fixed by $\gamma$, but the orbitals are not unique. The construction also works for $z_1=z_2$, where that eigenspace is the whole four-dimensional space.

\subsection*{(b) Concurrence and Pfaffian}

The overlap of two states of the form (\ref{state}) is $\sum_{a<b}\tilde A_{ab}^*A_{ab}=\frac12\sum_{ab}\tilde A_{ab}^*A_{ab}$. With (\ref{defC}),
\begin{equation}
\langle\tilde\psi|\psi\rangle=\frac14\sum_{abcd}\varepsilon_{abcd}A_{ab}A_{cd}.
\end{equation}
The four indices can be split into two pairs in three ways. Each split occurs eight times with equal value: two orders within each pair and two orders of the pairs. The sum is therefore $8\,\mathrm{Pf}A$, with
\begin{equation}
\mathrm{Pf}A=A_{12}A_{34}-A_{13}A_{24}+A_{14}A_{23},\qquad C=2|\mathrm{Pf}A| .
\label{pf}
\end{equation}
If the state is written as $\sum_{ab}w_{ab}c_a^\dagger c_b^\dagger|0\rangle$ instead, then $w=A/2$ and $C=8|\mathrm{Pf}\,w|$.

For a unitary matrix $V$, the identity $\sum_{abcd}\varepsilon_{abcd}V_{ai}V_{bj}V_{ck}V_{dl}=\det V\,\varepsilon_{ijkl}$ gives $\mathrm{Pf}(VAV^T)=\det V\,\mathrm{Pf}A$. Since $|\det V|=1$, $C$ does not depend on the choice of orbitals within the four-dimensional space. In the normal form the matrix has the entries $A_{12}=z_1$ and $A_{34}=z_2$ above the diagonal, so
\begin{equation}
C=2z_1z_2,\qquad 0\le C\le1 .
\end{equation}
The upper limit follows from $2z_1z_2\le z_1^2+z_2^2=1$. Because $z_1>0$, $C=0$ means $z_2=0$, a single determinant. Conversely, a single determinant has $A_{12}=1$ as its one independent amplitude in its own orbitals, hence $C=0$. The antisymmetry of one determinant does not count as entanglement in this measure.

\subsection*{(c) Occupations and best determinant}

The numbers $z_1^2$ and $z_2^2$ have sum 1 and product $C^2/4$. They are the roots of $x^2-x+C^2/4=0$:
\begin{equation}
z_{1,2}^2=\frac{1\pm\sqrt{1-C^2}}2 ,
\label{occ}
\end{equation}
and each is the occupation of two natural spin orbitals.

A determinant built from orthonormal orbitals $p,q$ has the amplitude matrix $pq^T-qp^T$. Its overlap with $|\psi\rangle$ is
\begin{equation}
\frac12\left(p^\dagger Aq^*-q^\dagger Ap^*\right)=p^\dagger Aq^* .
\end{equation}
The modulus is at most $z_1$, the largest singular value of $A$. The choice $p=u_1$, $q=u_2$ reaches it, since $Au_2^*=z_1u_1$. The largest determinant weight is thus $z_1^2=[1+\sqrt{1-C^2}]/2$. It falls from 1 at $C=0$ to $\frac12$ at $C=1$.

\subsection*{(d) A worked reduction}

The four non-zero amplitudes have squared moduli $\frac14$ each, so the state is normalized. From (\ref{pf}),
\begin{equation}
\mathrm{Pf}A=\tfrac12\cdot\tfrac12-0+0=0.25,\qquad C=0.5 .
\end{equation}
Equation (\ref{occ}) gives $z_1^2=0.9330$ and $z_2^2=0.0670$, or $z_1=0.9659$ and $z_2=0.2588$.

To find $u_1$, project the first basis vector $e_1$ onto the eigenspace of $z_1^2$. The projector is $(\gamma-z_2^2)/(z_1^2-z_2^2)$, because it gives 1 on that eigenspace and 0 on the other. The first column of $\gamma=AA^\dagger$ is $(0.75,\,0,\,-0.25i,\,-0.25)^T$. Hence
\begin{equation}
u_1\propto(0.6830,\,0,\,-0.25i,\,-0.25)^T,\qquad
u_1=(0.8881,\,0,\,-0.3251i,\,-0.3251)^T .
\end{equation}
Equation (\ref{u2}) then gives
\begin{equation}
u_2=(0,\,0.4597,\,0.6280,\,0.6280i)^T .
\end{equation}
For instance, its second component is $-(-0.5)(0.8881)/0.9659=0.4597$.

For $u_3$, remove from $e_2$ its part along $u_2$ (it has none along $u_1$) and normalize $e_2-0.4597\,u_2$. Equation (\ref{normal}) implies $Au_3^*=-z_2u_4$, which fixes $u_4$:
\begin{align}
u_3&=(0,\,0.8881,\,-0.3251,\,-0.3251i)^T,\\
u_4&=(-0.4597,\,0,\,-0.6280i,\,-0.6280)^T .
\end{align}
A free numerical optimization over all single determinants finds the largest weight 0.9330, in agreement with part (c).

\subsection*{(e) The ground singlet of H$_2$}

The closed-shell determinants are $|g\bar g\rangle=c_1^\dagger c_2^\dagger|0\rangle$ and $|u\bar u\rangle=c_3^\dagger c_4^\dagger|0\rangle$, a bar marking spin down. They are even under inversion, while the determinants with one electron in each orbital are odd. The Hamiltonian therefore couples the closed shells with each other alone. Their coupling is $K=(gu|gu)$, the Coulomb integral of the real charge density $g(\mathbf r)u(\mathbf r)$ with itself, which is twice the electrostatic self-energy of that density, and so $K>0$; the exchange counterpart vanishes by spin. With $\Delta=(E_{uu}-E_{gg})/2$ and energies measured from the mean of $E_{gg}$ and $E_{uu}$,
\begin{equation}
H=\begin{pmatrix}-\Delta&K\\K&\Delta\end{pmatrix},\qquad |X\rangle=\cos\theta\,|g\bar g\rangle-\sin\theta\,|u\bar u\rangle .
\end{equation}
The energy of $|X\rangle$ is $-\Delta\cos2\theta-K\sin2\theta$. It is lowest when $(\cos2\theta,\sin2\theta)$ is parallel to $(\Delta,K)$. Since $\mathrm{Pf}A=-\cos\theta\sin\theta$,
\begin{equation}
C_X=\sin2\theta=\frac{K}{\sqrt{\Delta^2+K^2}} .
\label{CX}
\end{equation}
For $K\ll\Delta$ this is $K/\Delta$ to leading order; for $\Delta\to0$ it tends to 1. The orthogonal state $\sin\theta|g\bar g\rangle+\cos\theta|u\bar u\rangle$, the upper even singlet, has the same $C$.

For the ionic weight, introduce the localized orthonormal orbitals $l=(g+u)/\sqrt2$ and $r=(g-u)/\sqrt2$. Then
\begin{align}
|g\bar g\rangle&=\tfrac12\left(|l\bar l\rangle+|r\bar r\rangle+|l\bar r\rangle+|r\bar l\rangle\right),\\
|u\bar u\rangle&=\tfrac12\left(|l\bar l\rangle+|r\bar r\rangle-|l\bar r\rangle-|r\bar l\rangle\right).
\end{align}
Each ionic determinant, $|l\bar l\rangle$ and $|r\bar r\rangle$, has amplitude $(\cos\theta-\sin\theta)/2$ in $|X\rangle$, so
\begin{equation}
P_{\rm ion}=2\cdot\frac{(\cos\theta-\sin\theta)^2}{4}=\frac{1-\sin2\theta}{2}=\frac{1-C_X}2 .
\label{ion}
\end{equation}

Full configuration interaction in the STO-3G basis gives, with $R$ in bohr and $\Delta,K$ in hartree:
\begin{center}
\begin{tabular}{ccccc}
$R$ & $\Delta$ & $K$ & $C_X$ & $P_{\rm ion}$\\
1.4 & 0.7886 & 0.1813 & 0.2240 & 0.3880\\
2.5 & 0.3348 & 0.2179 & 0.5455 & 0.2272\\
4.0 & 0.1010 & 0.2651 & 0.9345 & 0.0328\\
6.0 & 0.0161 & 0.3040 & 0.9986 & 0.0007
\end{tabular}
\end{center}
At 1.4 bohr, (\ref{CX}) reads $0.1813/\sqrt{0.7886^2+0.1813^2}=0.224$. Both the falling $\Delta$ and the rising $K$ increase $C_X$. To separate them, insert mixed values in (\ref{CX}) at 6.0 bohr. With $K$ kept at its 1.4 bohr value, $C$ still reaches 0.996; with $\Delta$ kept instead, it reaches 0.360. The closing gap between the two closed-shell determinants is what drives the growth. In the localized picture, the ionic terms are being removed. The size of an ionic weight depends on the orbitals that define it. Here $l$ and $r$ are the symmetrically orthogonalized orbitals, and (\ref{ion}) holds for them. Chirgwin--Coulson weights over the non-orthogonal atomic 1s functions give 0.216 at 1.4 bohr and 0.161 at 2.5 bohr for the same state, instead of 0.388 and 0.227. Both measures go to zero at large $R$.

These values belong to the minimal basis, and their digits are not those of the real molecule. Keeping the two leading terms of the full configuration interaction state in the aug-cc-pVTZ basis, written in natural orbitals, $2z_1z_2/(z_1^2+z_2^2)$ is 0.199, 0.447, 0.854 and 0.993 at the four distances, up to 0.1 below the table. The omitted terms have weight 0.008 at 1.4 bohr. The rise with $R$ is the same. With more than four spin orbitals, $A$ is larger than $4\times4$, and the single number (\ref{pf}) no longer describes the state.

\subsection*{(f) Open-shell singlet and triplet}

The open-shell singlet $(c_1^\dagger c_4^\dagger-c_2^\dagger c_3^\dagger)|0\rangle/\sqrt2$ has $A_{14}=-A_{23}=1/\sqrt2$. Thus $\mathrm{Pf}A=-\frac12$ and $C=1$.

The triplet components are
\begin{equation}
|T_+\rangle=c_1^\dagger c_3^\dagger|0\rangle,\quad |T_0\rangle=\frac{c_1^\dagger c_4^\dagger+c_2^\dagger c_3^\dagger}{\sqrt2}|0\rangle,\quad |T_-\rangle=c_2^\dagger c_4^\dagger|0\rangle .
\end{equation}
For the normalized state $t_+|T_+\rangle+t_0|T_0\rangle+t_-|T_-\rangle$ the amplitudes are $A_{13}=t_+$, $A_{24}=t_-$ and $A_{14}=A_{23}=t_0/\sqrt2$, so
\begin{equation}
\mathrm{Pf}A=-t_+t_-+\frac{t_0^2}2,\qquad C=|t_0^2-2t_+t_-| .
\end{equation}
There is no single concurrence of ``triplet H$_2$''. It is 1 for $M=0$ and 0 for $M=\pm1$, although the three states have the same energy, $-0.5318$ hartree at 1.4 bohr in STO-3G (a poor value for the real molecule, since the aug-cc-pVTZ basis gives $-0.783$ hartree). This does not conflict with the invariance found in (b). Rotating both spins is a change of orbitals and preserves $C$, but no such rotation takes $M=0$ into $M=1$. The triplet values do not depend on $R$, because spin and inversion symmetry fix these states within the model. In a larger basis the $M=\pm1$ state is no longer exactly one determinant; its leading determinant has weight 0.997 at 1.4 bohr in aug-cc-pVTZ. A value $C=1$ is therefore not by itself a sign of strong interaction.

For $(|X\rangle+|T_0\rangle)/\sqrt2$ the amplitudes are $A_{12}=\cos\theta/\sqrt2$, $A_{34}=-\sin\theta/\sqrt2$ and $A_{14}=A_{23}=\frac12$. Then
\begin{equation}
C=2\left|\frac14-\frac{\cos\theta\sin\theta}2\right|=\frac{1-\sin2\theta}2=\frac{1-C_X}2 .
\end{equation}
This is 0.3880 at 1.4 bohr and 0.0007 at 6.0 bohr. At the larger distance, where $C_X=0.9986$, two states with $C$ equal or close to 1 combine into one with $C$ close to 0. The localized orbitals show why. Expanding $g$ and $u$ gives $|T_0\rangle=(|r\bar l\rangle-|l\bar r\rangle)/\sqrt2$, while $|X\rangle\to(|l\bar r\rangle+|r\bar l\rangle)/\sqrt2$ for $\theta\to\pi/4$. Their normalized sum tends to $|r\bar l\rangle$, a single determinant with one electron on each atom.

At finite $R$ this superposition is not stationary, since the two energies differ. At infinite separation the product $l(\mathbf r)r(\mathbf r)$ vanishes, and with it the exchange and hopping terms that split the two levels. The ground level is then degenerate, and its energy alone no longer determines $C$; the state within the level must be specified. The numerical check evaluates $C$ from the definition (\ref{defC}) for all the H$_2$ states discussed here.

\section*{Computed values}
\begin{verbatim}
WORKED STATE (dimensionless)
A12, A13: +0.5000+0.0000i +0.5000+0.0000i
A14, A34: +0.0000+0.5000i +0.5000+0.0000i
Pfaffian: +0.2500+0.0000i
concurrence C: 0.500000
z1, z2: 0.965926 0.258819
occupations z1^2, z2^2: 0.933013 0.066987
orbital u1: +0.8881+0.0000i +0.0000+0.0000i +0.0000-0.3251i -0.3251+0.0000i
orbital u2: +0.0000+0.0000i +0.4597+0.0000i +0.6280+0.0000i +0.0000+0.6280i
orbital u3: +0.0000+0.0000i +0.8881+0.0000i -0.3251+0.0000i +0.0000-0.3251i
orbital u4: -0.4597+0.0000i +0.0000+0.0000i +0.0000-0.6280i -0.6280+0.0000i
best determinant weight, optimized: 0.933013
H2, STO-3G, FULL CI (R in bohr, energies in hartree)
R=1.4: E=-1.137276 Delta=0.788645 K=0.181258
  c_gg=0.993627 c_uu=-0.112716 C=0.223994 P_ion=0.388003
R=2.5: E=-1.030474 Delta=0.334825 K=0.217937
  c_gg=0.958671 c_uu=-0.284518 C=0.545518 P_ion=0.227241
R=4.0: E=-0.943778 Delta=0.101028 K=0.265128
  c_gg=0.823432 c_uu=-0.567416 C=0.934456 P_ion=0.032772
R=6.0: E=-0.933402 Delta=0.016121 K=0.304020
  c_gg=0.725587 c_uu=-0.688131 C=0.998597 P_ion=0.000701
ALL SIX STATES at R=1.4 bohr (E in hartree)
S=0 M=+0 parity=g: E=-1.137276 C=0.223994
S=1 M=-1 parity=u: E=-0.531808 C=0.000000
S=1 M=+1 parity=u: E=-0.531808 C=0.000000
S=1 M=+0 parity=u: E=-0.531808 C=1.000000
S=0 M=+0 parity=u: E=-0.169292 C=1.000000
S=0 M=+0 parity=g: E=0.481138 C=0.223994
C at R=6.0, K frozen at R=1.4: 0.996068
C at R=6.0, Delta frozen at R=1.4: 0.359695
C of (ground singlet + triplet M=0)/sqrt(2):
  R=1.4 bohr: 0.388003
  R=2.5 bohr: 0.227241
  R=4.0 bohr: 0.032772
  R=6.0 bohr: 0.000701
\end{verbatim}
